Valley-dependent transmission through a pentagon-octagon line defect in graphene

**1. Normal incidence**

Let an electron in graphene meet a straight line defect head-on. The defect lies along y, and the plane is its own mirror image under x → −x. At low energy half of the electron current passes. This case already contains the boundary physics needed in the low-energy limit. There, oblique incidence changes the incoming and reflected waves, but not the conditions they meet.

The lattice constant is a, and each atom carries one orbital. Hopping between bonded atoms is −t with t > 0, equal on all bonds for now, and all site energies are zero. On the left of the defect the atoms form zigzag rows parallel to y, numbered m = 0, 1, 2, … away from the defect and spaced by h = √3a/2. Row m holds two sublattices. An atom B_m is bonded to two atoms A_m, displaced from it by ±a/2 along y, and to one atom A_{m−1} in the row nearer the defect. An atom A_m is bonded to two atoms B_m and one B_{m+1}. The right half is the mirror image.

The edge atoms B_0 sit at y = ja, with j an integer. Each is bonded to a defect atom C_j, which is shared with the matching edge atom on the right. The defect atoms also pair up: C_0 with C_1, C_2 with C_3, and so on. A pair, two edge atoms on one side and the A atom between them form a pentagon. Between successive pairs there is an octagon. The period along y is therefore 2a.

For a wave with factor exp(iky), the two neighbours at ±a/2 contribute the factor

g = 2 cos(ka/2).  (1)

The Schrödinger equation on the rows is then

E A_m = −t(g B_m + B_{m+1}),  E B_m = −t(g A_m + A_{m−1}).  (2)

For m = 0 the symbol A_{−1} stands for the defect amplitude, since C takes the place of the missing A atom.

Take k = 4π/(3a), the centre of one valley. There g = 2 cos(2π/3) = −1. Because the defect has period 2a, it also mixes in the wave number k + π/a, for which

g′ = 2 cos(2π/3 + π/2) = −2 sin(2π/3) = −√3.  (3)

As E → 0, (2) gives B_{m+1} = −g B_m and A_m = −A_{m−1}/g. In the first channel both sublattices have constant amplitude, as a propagating wave of very long wavelength should. In the second channel B′ would grow by √3 per row away from the defect, so it must vanish. A′ decays by the same factor and is allowed. The edge amplitudes are therefore

b_j = b exp(ikja),  (4)

without a second-channel part, up to corrections of order E/t.

Now use the mirror symmetry. Every state is a sum of an even and an odd part under x → −x. The mirror leaves each defect atom in place, so an odd state vanishes there:

odd: A_{−1} = 0.  (5)

In an even state the two edge atoms next to C_j have equal amplitudes, and the equations on one pair are

E c_0 = −t(c_1 + 2b_0),  E c_1 = −t(c_0 + 2b_1).  (6)

As E → 0 they give c_1 = −2b and c_0 = −2b exp(ika). The defect amplitudes contain both channels,

c_j = exp(ikja)[c + (−1)^j c′].  (7)

Hence c_0 = c + c′ and exp(−ika)c_1 = c − c′. Half the sum is

c = [c_0 + exp(−ika)c_1]/2 = −b[exp(ika) + exp(−ika)] = −2b cos(ka) = b,  (8)

because cos(4π/3) = −1/2. The remaining part c′ feeds the decaying A′ wave and carries no current. Thus

even: A_{−1} = B_0.  (9)

It remains to find the waves. Let A_m = A exp(iθm) and B_m = B exp(iθm). Moving up one row on the left lowers x by h, so a wave number q_x corresponds to θ = −q_x h. With g = −1 and small q_x h, g + exp(iθ) ≈ −iq_x h, and (2) becomes

E A = i t h q_x B,  E B = −i t h q_x A.  (10)

Multiplying the two equations gives E² = (t h q_x)². For E > 0 the wave moving towards the defect has q_x > 0, E = t h q_x and A = iB. The reflected wave has q_x < 0 and A = −iB.

Give the incident wave B = 1 and the reflected wave B = r. Near the defect the factors exp(iθm) differ from one by terms of order q_x h, which vanish in the limit. Then B_0 = 1 + r and A_{−1} = i(1 − r). Condition (5) gives r_odd = 1. Condition (9) gives i(1 − r) = 1 + r, so r_even = (i − 1)/(i + 1) = i.

A wave incident from the left alone is half the sum of an even state, with unit waves arriving from both sides, and an odd state, with +1 arriving from the left and −1 from the right. The outgoing amplitude on the right is therefore

s = (r_even − r_odd)/2,  (11)

and on the left it is (r_even + r_odd)/2. Here s = (i − 1)/2, and the transmission is |s|² = 1/2. Each symmetry sector alone reflects everything; current passes because the two reflections differ in phase.

**2. Waves at oblique incidence**

The two valleys are labelled τ = ±1 and centred at wave vectors (0, 4πτ/3a). This labelling matters, because exchanging the names reverses the sign in the final formula. Write k = 4πτ/(3a) + q_y. To first order in q_y a,

g ≈ 2 cos(2π/3) − 2 sin(2πτ/3)(q_y a/2) = −1 − τ h q_y,  (12)

where h = √3a/2 was used. Also exp(±iθ) ≈ 1 ∓ iq_x h. Inserted in (2), these give

E A = ħv(τq_y + iq_x)B,  E B = ħv(τq_y − iq_x)A,  ħv = t h = √3at/2.  (13)

Their product is E² = (ħv)²(q_x² + q_y²), the Dirac cone.

Let α be the angle between the group velocity and the defect normal, with −90° < α < 90° and α positive when the velocity has a positive y component. For electrons, E > 0, the velocity is parallel to q. For holes, E < 0, it is antiparallel. Both cases are contained in

ħv q_x = E cos α,  ħv q_y = E sin α.  (14)

Dividing the first equation of (13) by E B gives, for the incident wave,

A/B = τ sin α + i cos α = i exp(−iτα).  (15)

Reflection preserves E and q_y and reverses q_x, so the reflected wave has

A/B = τ sin α − i cos α = −i exp(iτα).  (16)

Since E has dropped out, the low-energy result is the same for electrons and holes at equal velocity angle.

**3. The transmission law**

Condition (5) follows from the mirror symmetry alone and holds for every q_y. Condition (9) was found at the centre of the valley. A small q_y changes it by terms of order q_y a, which vanish as E → 0 at fixed α. The values of cos(ka) and |g′| are the same in both valleys, so the conditions hold for both. It pays to write the even condition as

A_{−1} = β B_0,  (17)

with β = 1 for equal bonds. Section 4 changes the bonds between C atoms and edge atoms, the bonds within the C pairs, and the site energy of the C atoms. If these changes are the same on both sides and all along the defect, they alter only the real number β.

With B = 1 incident and B = r reflected, (15) and (16) give B_0 = 1 + r and A_{−1} = i exp(−iτα) − i r exp(iτα). The odd condition A_{−1} = 0 yields

r_odd = exp(−2iτα).  (18)

The even condition reads i exp(−iτα) − i r exp(iτα) = β + βr. Collecting the terms in r,

r_even = [i exp(−iτα) − β]/[β + i exp(iτα)].  (19)

Subtract (18) from (19) over the common denominator. The product r_odd[β + i exp(iτα)] equals β exp(−2iτα) + i exp(−iτα). Its second term cancels the first term of the numerator of (19), leaving

r_even − r_odd = −β[1 + exp(−2iτα)]/[β + i exp(iτα)] = −2β exp(−iτα) cos α/[β + i exp(iτα)].  (20)

The denominator is β − τ sin α + i cos α, so its squared modulus is (β − τ sin α)² + cos²α = 1 + β² − 2βτ sin α. By (11),

T_τ(α) = β² cos²α/(1 + β² − 2βτ sin α).  (21)

The incident and transmitted waves have the same normal speed, so this ratio of squared amplitudes is also the ratio of currents. For β = 1 the denominator is 2(1 − τ sin α), while cos²α = (1 − τ sin α)(1 + τ sin α). Hence

T_τ(α) = (1 + τ sin α)/2.  (22)

This is the transmission law for equal bonds. The reflected fraction follows from (21) by subtraction:

1 − T_τ = (1 − βτ sin α)²/(1 + β² − 2βτ sin α).  (23)

It is never negative, as current conservation demands.

The law has a simple geometrical reading. The normalized incident amplitudes on (A, B) are (i exp(−iτα), 1)/√2. Their squared overlap with the equal combination (1, 1)/√2 is |1 + i exp(−iτα)|²/4 = (1 + τ sin α)/2, which is (22).

The defect has a second mirror line, perpendicular to it and passing through the middle of a C pair. That mirror exchanges the valleys and reverses α, so T_τ(α) = T_{−τ}(−α). Valley selection therefore vanishes at normal incidence and requires an oblique beam. At a given angle the two transmissions (22) add to one. If both valleys arrive with equal flux, the valley polarization of the transmitted current is

P = (T_+ − T_−)/(T_+ + T_−) = sin α.  (24)

Lattice Green functions, calculated without using the mirror symmetry, test (22) for angles up to 75° in both valleys. At 1 meV the largest difference in T is 0.0006, for electrons and for holes. For electrons at 10 meV it is 0.006, consistent with a correction proportional to energy.

**4. Why symmetry alone is not enough**

Keep the mirror symmetry, but let the hopping strength be t1 between a defect atom and an edge atom and t2 within a defect pair. Give the defect atoms a site energy u. The odd condition is unchanged. In the equation for B_0 the term t A_{−1} now stands for t1 c, so A_{−1} = (t1/t)c. As E → 0 the even equations on a pair become

u c_0 = t2 c_1 + 2t1 b_0,  u c_1 = t2 c_0 + 2t1 b_1.  (25)

Multiply the first by u and insert the second for u c_1. The result is u²c_0 = t2²c_0 + 2t1 t2 b_1 + 2t1 u b_0, hence

c_0 = 2t1(u b_0 + t2 b_1)/(u² − t2²),  c_1 = 2t1(u b_1 + t2 b_0)/(u² − t2²).  (26)

The second expression follows from the first by exchanging the two atoms. Projecting on the propagating channel as in (8), with b_0 = b and b_1 = b exp(ika),

c = 2t1 b[u + t2 cos(ka)]/(u² − t2²) = t1 b(t2 − 2u)/(t2² − u²).  (27)

Multiplication by t1/t gives

β = t1²(t2 − 2u)/[t(t2² − u²)].  (28)

For t1 = t2 = t and u = 0 this is one. The law (22) thus rests on the values of the bonds and site energies as well as on reflection symmetry. Three altered defects with β > 0 were compared with (21) and (28) on the lattice at 1 meV; the largest difference in T was 0.001.

The value of β matters in several ways.

At u = t2/2, β = 0. The even and odd conditions then coincide, the two reflection phases are equal, and the defect becomes opaque at low energy although its symmetry is intact. For t1 = t2 = t and u = t/2, the largest lattice transmission at 1 meV over the same angles is 5 × 10⁻⁶. This leakage grows roughly as E² and reaches 0.03 for electrons and 0.07 for holes at 100 meV.

For t2/2 < u < t2, and also for u < −t2, β is negative and the favoured valley is reversed. As u approaches ±t2, |β| grows without limit and (21) tends to cos²α, which does not distinguish the valleys.

For general β, the two numerators in (21) are equal, and the polarization depends only on the denominators:

P = 2β sin α/(1 + β²).  (29)

Its derivative with respect to β vanishes at β = 1. By contrast, the logarithm of (21) has derivative 2/β − 2(β − τ sin α)/(1 + β² − 2βτ sin α), which equals 2 − 1 = 1 at β = 1. A small change δβ therefore changes both transmissions by the same relative amount δβ, but leaves the polarization unchanged to first order.

The approach to grazing incidence needs care. Put β = 1 + δ and τ sin α = cos ε, with δ and ε small. Then the denominator of (21) is δ² + 2β(1 − cos ε) ≈ δ² + ε², and

T ≈ ε²/(δ² + ε²).  (30)

The transmission is close to one for |δ| ≪ ε ≪ 1, but falls towards zero once ε is smaller than |δ|. Finite energy also shifts the boundary ratio: at 1 meV and α = 25° the computed even ratio C/B is 1.001. The shift grows about linearly with energy and depends on angle. At 100 meV it is 0.10 at 25° but 0.06 at grazing in the favoured valley. There the lattice transmission falls to one half about 3° from grazing, roughly as (30) predicts. It lies 0.2 below (22) at 6° from grazing and 0.05 below at 10°, with angles taken from the true group velocity. The limit behind (22) is E → 0 at fixed angle.

**5. Second-neighbour hopping**

One extension can be treated without approximation within the lattice model. Return to equal bonds and u = 0. Let S be the bond matrix, with entry one for bonded atoms and zero otherwise. The entries of S² count two-step walks. Every atom has three neighbours, so each diagonal entry is 3. There are no triangles, so a two-step walk never joins bonded atoms. There are no four-membered rings, so two second neighbours are joined by one such walk. The matrix of second neighbours is therefore S² − 3.

Add a hopping −t′ between all second neighbours, with the same value near the defect as elsewhere:

H = −tS − t′(S² − 3).  (31)

An eigenstate of S with eigenvalue σ remains an eigenstate of H, with energy

E = −tσ − t′(σ² − 3).  (32)

The Dirac point moves to 3t′. Since dE/dσ = −(t + 2t′σ), the direction of the group velocity is unchanged as long as |2t′σ| < t, which holds near the Dirac point. Incoming states remain incoming, and the transmission of each scattering state is the same as before. For t′ = 0.1t the lattice calculation finds a largest change of 10⁻¹⁰ in T when the energies are matched by (32). The argument fails if the hoppings vary near the defect.

**6. A gated valley filter**

Take a = 0.246 nm and t = 2.7 eV, rough typical values for graphene. By (13), ħv = 0.575 eV nm, or v = 8.74 × 10⁵ m/s. Let the Fermi energy be 0.10 eV above the Dirac point. Then

k_F = 0.10/0.5752 = 0.174 nm⁻¹,  2π/k_F = 36 nm.  (33)

With two spins and two valleys the carrier density is k_F²/π = 9.6 × 10¹¹ cm⁻², well within the range of gated graphene.

At α = 40°, sin α = 0.643, and (22) gives

T_+ = (1 + 0.643)/2 = 0.821,  T_− = (1 − 0.643)/2 = 0.179.  (34)

The polarization is 0.64. The lattice calculation at the full Fermi energy, with q_y fixed by (14), gives 0.876 and 0.200. These are 7% and 12% above the respective low-energy values. The polarization becomes (0.876 − 0.200)/(0.876 + 0.200) = 0.63. Several first-order effects combine. At this energy the boundary ratio at the valley centre is 1.13, which in (21) would raise the two transmissions by 11% and 12.5%. By (8) the ratio also varies with q_y through cos(ka), with opposite sign in the two valleys; it becomes 1.09 and 1.17, and the rises become 7.5% and 16.5%. The rest comes from the ratio A_{−1}/B_0 carried by each wave. It is changed by the one-row phase exp(iθ) dropped in Section 1 and, less strongly, by the curvature and trigonal distortion of the cone. With q_y fixed by (14) the true velocity angles are 39.7° and 40.3°; at a true angle of 40° the transmissions are 0.878 and 0.202, and the polarization is still 0.63.

If electrons arrive from all angles, the current is no longer valley-polarized. The conductance per width W is

G/W = (2e²/h_P) Σ_τ ∫ T_τ dq_y/(2π) = 2e²k_F/(πh_P),  (35)

where h_P is Planck's constant. The second equality uses T_+ + T_− = 1 and the range 2k_F of q_y. Without the defect each T is one, the sum is two, and the conductance doubles. Formula (35) gives 4.29 mS/µm. The lattice gives 4.64 mS/µm with the defect and 8.58 mS/µm without it, a ratio of 0.54. At 1 meV the ratio is 0.5005, close to the predicted one half.

Thermal spread matters little here. At fixed angle, averaging the lattice transmission over the thermal energy window −df/dE at 300 K gives 0.875 and 0.200. Weighting also by the number of modes in a fixed angular range, which is proportional to |E|, gives 0.885 and 0.204; the polarization remains 0.63. A diffraction-limited Gaussian beam with rms intensity width w = 50 nm has an angular spread 1/(2wk_F) = 1/(2 × 50 × 0.1738) = 0.058 rad, or 3.3°. For a Gaussian distribution of angles with rms spread Δ, sin α in (22) is multiplied by exp(−Δ²/2). The low-energy transmissions change only to 0.8209 and 0.1791.

One assumption that may fail in a real defect is that its bonds and site energies equal those of the bulk. Relaxed bond lengths, charge on the defect and a substrate can all alter them. Trial changes to the defect atoms and their bonds show part of the sensitivity, with the Fermi energy and angle held fixed. Raising t2 by 10% lowers T_+ from 0.876 to 0.794; lowering t1 by 10% gives 0.691. A site energy of +0.3 eV gives 0.687, and −0.3 eV gives 0.977. These changes are not computed properties of a relaxed defect. Across the four trials the polarization stays between 0.61 and 0.63, in line with the stationary point of (29). For these four changes, then, the valley contrast at 40° is much less sensitive than the transmitted current. This does not extend to every mirror-symmetric change. A potential that reaches the edge atoms adds a term proportional to B_0 to their equation, which alters the odd condition too, and (29) no longer applies. Disorder, phonons, electron interactions and magnetism at the defect are left out, and their effects are not bounded by these numbers. The main values are listed in the numerical output.

Values computed for the example and the checks

```
lattice constant a = 0.246 nm, hopping t = 2.70 eV
hbar*v = 0.5752 eV nm, v = 8.739e+05 m/s
rings at a defect atom: 2 pentagons, 1 octagon
largest spinor error at q = 0.001 /nm: 8.4e-05
even sector at 1 meV, C/B ratio: 1.0010 +0.0000i
odd sector at 1 meV, |A/B| in first row: 3.7e-04
second channel at 1 meV, |B'/B|: 3.2e-04
largest |T lattice - T formula|, angles to 75 deg:
  E = 10 meV: 0.00612
  E = 1 meV: 0.00062
  E = -1 meV (holes): 0.00062
same for altered defects, general formula, 1 meV: 0.00101
largest T at 1 meV with site energy t/2: 4.6e-06
largest change of T by second-neighbour hopping 0.1 t: 9.4e-11
valley +1: angle (deg), T formula, T at 1 meV, T at 100 meV
   -60  0.0670  0.0671  0.0737
   -30  0.2500  0.2503  0.2801
     0  0.5000  0.5006  0.5507
    30  0.7500  0.7506  0.8066
    60  0.9330  0.9336  0.9775
EXAMPLE: Fermi energy 0.10 eV, angle 40 deg
Fermi wave number 0.1738 /nm, wavelength 36.1 nm
carrier density 9.62e+11 cm^-2
T formula, valleys +1, -1: 0.8214, 0.1786
valley polarization, formula: 0.6428
T lattice at Fermi energy, +1, -1: 0.8763, 0.2004
valley polarization, lattice: 0.6278
conductance per width, formula: 4.288 mS/um
conductance per width, lattice: 4.637 mS/um
same without defect, lattice: 8.577 mS/um
ratio with/without defect: 0.5005 at 1 meV, 0.5406 at 100 meV
NEGLECTED EFFECTS: lattice T at Fermi energy, +1, -1
  dimer hopping +10% (beta 0.9091): 0.7942, 0.1816
  defect-edge hopping -10% (beta 0.8100): 0.6911, 0.1621
  defect site energy +0.3 eV (beta 0.7875): 0.6868, 0.1643
  defect site energy -0.3 eV (beta 1.2375): 0.9772, 0.2364
  thermal average at 300 K (kT 0.0259 eV): 0.8752, 0.1999
beam of rms width 50 nm: angular spread 3.30 deg
  T formula averaged over that spread, +1, -1: 0.8209, 0.1791
```
